# Electron Heating by a Uniform Field in a Semiconductor Channel

## The exercise

Electrons drift in a long, uniform channel whose lattice is held at $T_L=300$ K. At a field $F=10$ kV/cm their mobility is $\mu=800$ cm²/Vs and their energy relaxation time is $\tau_E=0.3$ ps. The mobility is the chord mobility, the drift velocity divided by the field at this same field. It is not the slope of the velocity curve at zero field.

Treat the electrons as nondegenerate, in a three-dimensional parabolic band, with no generation or recombination.

(a) By how much does the mean kinetic energy of an electron exceed its equilibrium value?

(b) To what rise of the electron temperature above the lattice does this correspond?

(c) Part of the excess energy is ordered drift. With a conductivity mass $m_c=0.258\,m_0$, where $m_0$ is the free-electron mass, how large is the rise of the temperature of the random motion alone?

(d) Over what distance from the start of the field does the heating build up?

$F$ and the electron charge $e$ are magnitudes, and the $x$ axis points along the force on the electrons, so the drift velocity $v$ is positive.

## Hints

1. The field does work on each electron at the rate force times velocity. In a steady state the collisions remove energy at the same rate.
2. The time that belongs in the energy balance says how fast energy is lost. The mobility contains another time, which says how fast direction is lost.
3. For a Maxwellian in three dimensions, find the mean energy in units of $kT$ from a density of states proportional to $\sqrt\varepsilon$.
4. For (c), write each velocity as the drift velocity plus a random part of zero mean, and square.
5. For (d), the energy flux per electron is not the drift velocity times the mean energy, because velocity and energy are correlated. Average the product $v_x\varepsilon$.

## Full solution

### (a) Excess energy

Let $f(\mathbf p,t)$ be the distribution over momentum in a uniform channel. The Boltzmann equation is

$$\frac{\partial f}{\partial t}+eF\frac{\partial f}{\partial p_x}=C[f],$$

where $C[f]$ is the change due to collisions. Multiply by the kinetic energy $\varepsilon(\mathbf p)$, integrate over momentum and divide by the electron density $n=\int f\,d^3p$. The first term becomes $dw/dt$, where $w$ is the mean kinetic energy. The field term is integrated by parts. The boundary term vanishes because $f$ falls fast enough at large momentum, as a Maxwellian does, to outweigh the growth of $\varepsilon$:

$$\frac{eF}{n}\int\varepsilon\frac{\partial f}{\partial p_x}d^3p=-\frac{eF}{n}\int f\frac{\partial\varepsilon}{\partial p_x}d^3p=-eFv.$$

The last step uses $\partial\varepsilon/\partial p_x=v_x$, whose average is $v$. Moved to the right-hand side, this term is a gain $+eFv$.

Elastic collisions do not change $\varepsilon$ and drop out of the collision integral. What remains is the loss to the lattice, and the energy relaxation time is defined by it:

$$\frac1n\int\varepsilon\,C[f]\,d^3p=-\frac{w-w_L}{\tau_E},$$

where $w_L$ is the equilibrium mean energy at $T_L$. Hence

$$\frac{dw}{dt}=eFv-\frac{w-w_L}{\tau_E}.$$

In the steady state the left side is zero. With $v=\mu F$,

$$w-w_L=eFv\,\tau_E=e\mu F^2\tau_E.$$

The drift velocity is $800\times10^4=8.0\times10^6$ cm/s. The force is $10^4$ eV/cm, so the power per electron is

$$eFv=10^4\times8.0\times10^6\ \text{eV/s}=80\ \text{meV/ps}.$$

Multiplied by 0.3 ps, this gives an excess energy of **24 meV**.

### (b) Temperature rise

For a Maxwellian with density of states proportional to $\sqrt\varepsilon$, put $x=\varepsilon/kT$. Then

$$\frac{w}{kT}=\frac{\int_0^\infty x^{3/2}e^{-x}dx}{\int_0^\infty x^{1/2}e^{-x}dx}=\frac32,$$

because integrating the numerator by parts gives $\tfrac32$ times the denominator. Define the electron temperature by the same relation, $w=\tfrac32kT_e$. Subtracting $w_L=\tfrac32kT_L$ gives

$$T_e-T_L=\frac{2e\mu F^2\tau_E}{3k}.$$

At 300 K the equilibrium energy is $w_L=38.78$ meV. Since temperature is proportional to mean energy,

$$T_e-T_L=300\ \text{K}\times\frac{24.00}{38.78}=186\ \text{K}.$$

The electron temperature is therefore about **486 K**.

At fixed $\mu$ and $\tau_E$ the rise is independent of $T_L$ and grows as $F^2$. Half the field would give a quarter of the rise, 46 K. In a real material both parameters change with field and lattice temperature, so these rules hold only while that change is small.

### (c) Drift and random motion

Write $\mathbf v=v\,\hat{\mathbf x}+\mathbf c$ with $\langle\mathbf c\rangle=0$. The cross term vanishes in the average of the square, so

$$w=\tfrac12m_cv^2+\tfrac12m_c\langle c^2\rangle=\tfrac12m_cv^2+\tfrac32kT_r.$$

This defines the temperature $T_r$ of the random motion. In equilibrium $v=0$ and $T_r=T_L$, so

$$T_r-T_L=\frac{2}{3k}\left(e\mu F^2\tau_E-\tfrac12m_cv^2\right).$$

The drift energy follows from the momentum relaxation time $\tau_m$. In a steady state the force balances the momentum loss, $eF=m_cv/\tau_m$, so $\tau_m=\mu m_c/e=0.117$ ps. Multiplying the balance by $v\tau_m$ gives

$$eFv\,\tau_m=m_cv^2=9.4\ \text{meV},$$

and the drift energy is half of this, 4.7 meV. Putting $\tau_m$ into the energy balance in place of $\tau_E$ would thus return twice the drift energy, not the excess energy.

The random motion receives $24.0-4.7=19.3$ meV, and

$$T_r-T_L=300\ \text{K}\times\frac{19.3}{38.78}=149\ \text{K}.$$

The drift share of the excess energy is

$$\frac{\tfrac12m_cv^2}{eFv\tau_E}=\frac{\tau_m}{2\tau_E},$$

here 20%. It is negligible only if $\tau_m\ll2\tau_E$. The two answers, 186 K and 149 K, describe the same state under two definitions of temperature.

A Monte Carlo simulation checks both numbers from particle trajectories. Particles of mass $m_c$ are accelerated by the field and scattered at a total rate $1/\tau_m$. A part of the collisions, at the rate $1/\tau_E$, replaces the velocity by one drawn from a Maxwellian at $T_L$. The others turn the velocity into a random direction at fixed speed. Every collision destroys the drift on average, but only the first kind changes the energy.

With the lattice at 300 K the simulated excess energy is $24.02\pm0.12$ meV and the random temperature rises by 149 K. With the lattice at 186 K, and the same $\mu$ and $\tau_E$, the excess is $24.18\pm0.10$ meV. The uncertainties are standard errors. Both runs agree with 24 meV within two standard errors. The independence from $T_L$ is built into this model, because thermalizing collisions at the fixed rate $1/\tau_E$ remove energy at the rate $(w-w_L)/\tau_E$ whatever $T_L$ is. The runs do not show that $\tau_E$ of a real material is independent of $T_L$. In this model the random motion is also not isotropic. The steady balance for $\langle v_x^2\rangle$ gives about 522 K along the field and 413 K across it, and $T_r=449$ K is the average over the three directions.

### (d) Heating length

Let the field begin at $x=0$, where the electrons enter at $T_L$. With $\mathbf v=v\hat{\mathbf x}+\mathbf c$, the energy flux per electron is

$$\langle v_x\varepsilon\rangle=\tfrac12m_c\left\langle(v+c_x)(v^2+2vc_x+c^2)\right\rangle.$$

For a drifted Maxwellian, averages of odd powers of $\mathbf c$ vanish, and $m_c\langle c_x^2\rangle=kT$, $m_c\langle c^2\rangle=3kT$. The surviving terms are

$$\langle v_x\varepsilon\rangle=\tfrac12m_cv^3+\tfrac32kTv+kTv=v\left(\tfrac52kT+\tfrac12m_cv^2\right).$$

The additional $kT$ comes from the correlation between velocity and energy. The kinetic energy contains the term $m_cvc_x$, which is positive for electrons faster than the drift and negative for slower ones. Multiplied by $c_x$ and averaged, it gives $m_cv\langle c_x^2\rangle=kTv$.

Now hold $n$ and $v$ constant along the channel, and neglect heat conduction and the drift energy. The change of flux with distance equals gain minus loss:

$$\frac52kv\frac{dT}{dx}=eFv-\frac{3k(T-T_L)}{2\tau_E}.$$

Let $\theta=T-T_L$, and let $\theta_\infty=2eFv\tau_E/3k$ be the rise found in (b). Then $eFv=3k\theta_\infty/2\tau_E$, and dividing by $\tfrac52kv$ gives

$$\frac{d\theta}{dx}=\frac{\theta_\infty-\theta}{\ell},\qquad \ell=\frac53v\tau_E,\qquad \theta=\theta_\infty\left(1-e^{-x/\ell}\right).$$

The product $v\tau_E$ is 24 nm, so $\ell=40$ nm. In this model the rise has reached about nine tenths of its final value after 100 nm. In a channel comparable with 40 nm, the local field does not fix the electron temperature, and the formula in (b) overestimates the heating near the entrance. The length is only an order-of-magnitude estimate. Holding $n$, $v$ and $F$ constant together ignores the force due to the temperature gradient, $k\,dT/dx$. At the entrance this would be $k\theta_\infty/\ell=\tfrac25eF$, which is not small. Heat conduction could be neglected if the electron diffusivity, of the order of $\mu kT_e/e\approx33$ cm²/s, were small compared with $v\ell=32$ cm²/s. Here the two are equally large. If a conductive flux $-\tfrac52kD\,dT/dx$ per electron is kept, with $D$ this diffusivity, the decay length $L$ obeys $v/L+D/L^2=3/(5\tau_E)$. This gives about 65 nm, so the heating builds up more slowly than $\ell$ suggests. The neglected drift energy is not very small either. The drifted Maxwellian is itself an assumption: for the collision model of part (c) the uniform-state energy flux is about 15% larger than the formula above gives.

## What the model leaves out

The numbers lie in the regime of electrons in lightly doped bulk silicon near room temperature. There the low-field mobility is roughly 1400 cm²/Vs, and the drift velocity bends towards a saturation value of roughly $10^7$ cm/s, so a chord mobility near 800 cm²/Vs at 10 kV/cm is of the right size. An energy relaxation time of a few tenths of a picosecond is also typical. Transistor inversion layers usually have a lower mobility, and their short channels and strong confinement break the assumptions of uniform field and three-dimensional motion. The following estimates use rough silicon parameters. Where a new temperature rise is given, one assumption of (b) is changed and the other settings are held fixed. These changes are not to be added.

**Band shape.** If $\varepsilon(1+\alpha\varepsilon)=p^2/2m$ with $\alpha=0.5$ per eV, the density of states is proportional to $\sqrt{\varepsilon(1+\alpha\varepsilon)}\,(1+2\alpha\varepsilon)$. To first order in $\alpha$ this is $\sqrt\varepsilon\,(1+\tfrac52\alpha\varepsilon)$, and the Maxwellian average becomes

$$w\approx\tfrac32kT\,\frac{1+\tfrac{25}{4}\alpha kT}{1+\tfrac{15}{4}\alpha kT}\approx\tfrac32kT\left(1+\tfrac52\alpha kT\right).$$

The mean energy now grows faster with temperature, so the same 24 meV produces a smaller rise. The full integrals give 172 K.

**Valleys.** Silicon has six equivalent valleys with masses $m_l=0.92\,m_0$ along the valley axis and $m_t=0.19\,m_0$ across it. With equal populations and a common $\tau_m$, the average mobility contains

$$\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right),$$

which gives the mass used in (c). For a field along [100], four valleys respond with $m_t$ and two with $m_l$. The power in a valley is inversely proportional to its mass along the field. If the valleys exchanged neither electrons nor energy, their rises would be

$$185.7\ \text{K}\times\frac{m_c}{m_t}=252\ \text{K},\qquad185.7\ \text{K}\times\frac{m_c}{m_l}=52\ \text{K}.$$

The average over six valleys is still 186 K. Intervalley scattering, which is important in silicon at room temperature, reduces the difference, so these values are a limiting case. For a field along [111] every valley has the inverse mass $1/m_c$ along the field, and all six heat by 186 K.

**Degeneracy.** At an electron density of $10^{17}$ cm⁻³, Fermi statistics leaves the rise at 186 K. At $10^{19}$ cm⁻³ it becomes 190 K. The cold electrons then already hold some energy due to the exclusion principle, and this part shrinks as they heat. Both values keep the mobility at 800 cm²/Vs. In silicon doped to $10^{19}$ cm⁻³, impurity scattering makes the mobility much lower, so the 190 K shows the effect of the statistics alone, not the heating of such a sample. Even at a doping of $10^{17}$ cm⁻³ the low-field mobility is only about 700 to 800 cm²/Vs, and the chord mobility at 10 kV/cm lies well below 800 cm²/Vs.

**Discrete phonons.** An optical phonon in silicon carries about 63 meV, more than the mean excess energy. If all the power left through such phonons, each electron would emit one net phonon every $63/80=0.79$ ps. Thus $\tau_E$ is a property of the whole population, not the time between emissions. The share of electrons able to emit depends on $T_e$, so a constant $\tau_E$ is an approximation around one operating point.

**Lattice temperature.** The power goes into the lattice. At $10^{17}$ cm⁻³, and with a heat capacity of about 1.7 J/(cm³ K), the lattice would warm by roughly 0.8 K/ns if no heat escaped. At fixed mobility this rate is proportional to the electron density. If the electrons come from doping at this level, the lower mobility reduces it. Holding $T_L$ at 300 K therefore requires a short pulse or a good heat sink.

**Breakdown and tunnelling.** In a Maxwellian at 486 K, a fraction of the order of $10^{-11}$ of the electrons has a kinetic energy above the gap $E_g$ of about 1.1 eV. The true tail need not be Maxwellian, but the estimate gives no sign of significant impact ionization. For tunnelling across the gap, a triangular barrier with mass $m_t$ gives the exponent

$$\frac{4\sqrt{2m_t}\,E_g^{3/2}}{3\hbar eF}>3000,$$

so tunnelling is negligible at this field.

## Variation 1: one two-dimensional subband

*The channel is so thin that the electrons occupy a single subband. Keep $\mu$, $F$ and $\tau_E$. What is the temperature rise?*

The energy balance of part (a) does not depend on the dimension, so the excess is again 24 meV. The density of states is now constant, and the mean kinetic energy in the plane is

$$\frac{w}{kT}=\frac{\int_0^\infty x\,e^{-x}dx}{\int_0^\infty e^{-x}dx}=1.$$

Therefore

$$T_e-T_L=\frac{e\mu F^2\tau_E}{k}=\frac32\times185.7\ \text{K}=279\ \text{K}.$$

The same energy is shared by two directions of motion instead of three, and the rise is larger by half. As in (b), this temperature includes the drift energy.

The result requires that the next subband stay nearly empty at the hot temperature. At $T_e=579$ K the thermal energy $kT_e$ is about 50 meV, so the subband spacing must be many times 50 meV, because even a small population in the upper subband stores the full spacing as energy. With an upper subband of equal density of states the rise is only 223 K at a spacing of 150 meV, 262 K at 250 meV and 277 K at 400 meV. A channel that holds one subband in equilibrium can fail this condition once the field is on.

## Variation 2: the mobility is the low-field value

*Suppose that 800 cm²/Vs is the mobility $\mu_0$ at vanishing field, and that acoustic phonons limit it. Keep $F$, $\tau_E$ and $T_L$, and use the three-dimensional band. What is the rise now?*

Acoustic scattering has a rate proportional to the density of states, so $\tau_m(\varepsilon)\propto\varepsilon^{-1/2}$. For a heated Maxwellian with small drift, the part of the distribution linear in the field is $eF\tau_mv_xf_0/kT_e$, where $f_0$ is the Maxwellian. Averaging $v_x$ over it, with $\langle v_x^2\tau_m\rangle=2\langle\varepsilon\tau_m\rangle/3m_c$ and $\langle\varepsilon\rangle=\tfrac32kT_e$, gives

$$\mu=\frac{e}{m_c}\frac{\langle\varepsilon\tau_m\rangle}{\langle\varepsilon\rangle}\propto\frac{T_e^{1/2}}{T_e}=T_e^{-1/2}.$$

Hence $\mu=\mu_0\sqrt{T_L/T_e}$. Put this into the result of (b), divide by $T_L$ and write $s=\sqrt{T_e/T_L}$:

$$s^2-1=\frac{a}{s},\qquad a=\frac{2e\mu_0F^2\tau_E}{3kT_L}=\frac{185.7}{300}=0.619.$$

Thus $s^3-s=0.619$, whose positive root is $s=1.227$. Then $T_e=300\,s^2\approx451$ K, a rise of **151 K**. The mobility has fallen to $800/1.227=652$ cm²/Vs. Heating lowers the mobility, which lowers the power and so limits the heating. That this rise lies close to the 149 K of part (c) is a coincidence of the numbers, since here the drift energy is still counted in $T_e$.

At low field $s\to1$ and the rise returns to the $F^2$ law. At high field $s^3\approx a\propto F^2$, so $T_e\propto F^{4/3}$ and $v\propto F/s\propto F^{1/3}$. With constant $\tau_E$ this model bends the velocity curve but does not saturate it. These powers are approached only near 100 kV/cm, where the model gives $T_e\approx4900$ K and $v\approx2\times10^7$ cm/s. That is far outside a parabolic band with acoustic scattering and above the saturation velocity of silicon, so the powers describe the model, not the material. The computed values behind all parts are collected in the numerical output.

## Numbers as computed

```
Chord mobility: 800 cm2/Vs
Field: 10 kV/cm
Energy relaxation time: 0.3 ps
Lattice temperature: 300 K
Drift velocity: 8.00e+06 cm/s
Power per electron: 80.0 meV/ps
Excess mean energy: 24.00 meV
Temperature rise: 185.7 K
Electron temperature: 485.7 K
Lattice mean energy: 38.78 meV
Hot mean energy: 62.78 meV
-- Monte Carlo, constant collision rates
Excess energy, 300 K lattice: 24.02 meV
Standard error, 300 K lattice: 0.12 meV
Random-motion rise, 300 K lattice: 149.0 K
Second lattice temperature: 186 K
Excess energy, second lattice: 24.18 meV
Standard error, second lattice: 0.10 meV
-- Rough silicon inputs
Longitudinal mass: 0.92 m0
Transverse mass: 0.19 m0
Gap: 1.12 eV
Nonparabolicity: 0.5 1/eV
Optical phonon energy: 63 meV
Heat capacity: 1.66 J/(cm3 K)
Electron density: 1e+17 cm^-3
-- Separate estimates of neglected effects
Conductivity mass: 0.258 m0
Momentum relaxation time: 0.117 ps
Power times momentum time: 9.40 meV
Drift energy: 4.70 meV
Random-motion rise, formula: 149.3 K
Rise, nonparabolic band: 172.1 K
Rise, Fermi statistics: 185.71 K
Rise, density 100 times higher: 189.8 K
Rise, light valleys, F on [100]: 252.4 K
Rise, heavy valleys, F on [100]: 52.1 K
Rise, every valley, F on [111]: 185.7 K
Rise, one 2D subband: 278.5 K
Rise if mobility is low-field: 151.4 K
Hot mobility in that case: 652 cm2/Vs
Heating length: 40.0 nm
Fraction of rise after 100 nm: 0.918
Time per net phonon emitted: 0.79 ps
Lattice heating without sink: 0.77 K/ns
Maxwellian fraction above gap: 1.4e-11
Tunnelling exponent: 3529
```
